Solute-bound and free vacancies in a dilute alloy

Q: A solute that attracts vacancies should collect them. But "bound" sounds like a chemical state, and a vacancy is just an empty site. What is being counted?

A: Positions. Take a crystal whose sites are all equivalent, each with z nearest neighbours. A vacancy is free if none of its z neighbours is a solute atom, and bound if at least one is. The quantity wanted is the equilibrium ratio

R = n_bound / n_free.

The energy model is the simplest that contains binding. A vacancy with n solute neighbours costs

E(n) = Ef − n Eb,

where Ef is the formation energy away from solutes and Eb is the binding energy, positive for attraction. Solutes do not interact with one another, a second solute binds as strongly as the first, and vacancies are so rare that they neither meet nor use up the solute. Each of these assumptions can fail.

Q: Then the answer is a Boltzmann factor, exp(Eb/kT). Why do more?

A: That factor compares one bound arrangement with one free arrangement. The ratio compares all of them, so the arrangements have to be counted.

Put one vacancy on a chosen site of a crystal with N sites; since all sites are equivalent, the choice does not matter. Distribute N_s solutes over the other N − 1 sites. Of these, z are neighbours of the vacancy and

M = N − 1 − z

are not. To have exactly n solute neighbours, choose n of the z near sites and place the other N_s − n solutes on the M far sites. With C(p,q) the number of ways to choose q objects from p, the total weight is

W(n) = C(z,n) C(M, N_s − n) exp[−(Ef − n Eb)/kT].

The free weight is W(0), and the bound weight is the sum of W(n) from n = 1 to z. The factor exp(−Ef/kT) is common to all terms and cancels. The ratio therefore does not depend on how many vacancies there are, as long as they are rare.

Q: I would like to see that counting hold on something I can do by hand.

A: Take a periodic face-centred cubic (fcc) crystal of 32 sites, with z = 12, three solutes and one vacancy, and exp(Eb/kT) = 4.6413. Then M = 19, and without the common factor

W(0) = C(19,3) = 969
W(1) = 12 × C(19,2) × 4.6413 = 12 × 171 × 4.6413 ≈ 9524
W(2) = 66 × 19 × 4.6413² ≈ 27013
W(3) = 220 × 4.6413³ ≈ 21996.

The last three add up to 58533, and 58533/969 ≈ 60.4. Listing every placement of the three solutes and the vacancy on the actual lattice, and counting contacts in each, gives 60.404953; the counting formula gives the same digits. The ratio is large because three solutes in 32 sites is far from dilute and because binding favours the arrangements with several contacts. Without binding it would be (C(31,3) − 969)/969 ≈ 3.6.

Q: Real crystals are large. What becomes of those binomial coefficients?

A: Divide each weight by W(0). The ratio of the far-site factors is

C(M, N_s − n)/C(M, N_s) = [N_s!/(N_s − n)!] × [(M − N_s)!/(M − N_s + n)!].

The first bracket is a product of n factors, N_s (N_s − 1) … (N_s − n + 1). The second is one over a product of n factors, (M − N_s + 1) … (M − N_s + n). Let N grow at fixed solute fraction c = N_s/N. Since n is at most z, each factor in the first product approaches cN and each in the second approaches (1 − c)N, relative to which the finite offsets vanish. Hence

C(M, N_s − n)/C(M, N_s) → [c/(1 − c)]ⁿ.

The factor 1 − c appears because putting a solute on a near site removes a host atom from it: the comparison is solute against host, not solute against nothing. Define

b = Eb/kT,  a = exp(b),  x = a c/(1 − c).

Then

W(n)/W(0) → C(z,n) xⁿ.

Q: So the ratio is a finite sum. Does it close?

A: Yes, by the binomial theorem. The sum of C(z,n) xⁿ from n = 0 to z is (1 + x)^z, and the n = 0 term, equal to 1, is the free state. Therefore

R = (1 + x)^z − 1.

Within the stated model this holds at any c below 1 in the large-crystal limit. For a million sites with 5000 solutes and the same a, the finite sum gives 0.318716, and the closed form gives 0.3187.

Q: Where is the simple dilute law in this?

A: Expand in c at fixed temperature. First,

c/(1 − c) = c + c² + …, so x = a c + a c² + ….

Next,

(1 + x)^z − 1 = z x + [z(z − 1)/2] x² + ….

Up to order c², the linear term gives z a c + z a c², and the quadratic term gives [z(z − 1)/2] a² c². Taking out z a c,

R = z c a [1 + c + (z − 1) a c/2 + …].

So at leading order

R ≈ z c exp(Eb/kT).

The factors can be read separately: z places for a solute beside the vacancy, a chance c that a given place holds one, and the Boltzmann preference for that arrangement.

Q: Then c ≪ 1 is all I need.

A: No. The bracket contains two corrections. The first, c, is small in any dilute alloy. The second, (z − 1) a c/2, contains the Boltzmann factor and comes from vacancies that touch two solutes. The law needs both

c ≪ 1 and (z − 1) x/2 ≪ 1.

At fixed temperature both are met when c is small enough. At fixed c with Eb > 0, cooling eventually breaks the second one.

The leading ratio carries its own warning. Call it R₀ = z c a. The correction relative to R₀ is then

c + [(z − 1)/(2z)] R₀,

which for z = 12 is c + 0.46 R₀. A leading ratio of 0.2 is thus low by roughly a tenth, and one near 1 is not to be trusted.

Q: Low? Could the error have the other sign?

A: Not in this model. For x > 0 every term in the binomial expansion is positive, so (1 + x)^z ≥ 1 + z x. With 0 < c < 1 this gives

R ≥ z x = z c a/(1 − c) > z c a.

The leading law is a strict lower bound on R here, whatever the sign of Eb. Binding that saturates after the first solute keeps this bound, because the single-solute term z x alone exceeds z c a and the other terms stay positive. Solute–solute interactions can remove it.

Q: Show me a case where c is tiny and the law still fails.

A: Take c = 0.10 at.%, Eb = 0.20 eV, z = 12 and T = 378 K. The leading law gives 5.57 and the closed form gives 96.3. From R₀ = z c a one finds a ≈ 464, so x ≈ 0.46 and (z − 1)x/2 ≈ 2.6, which is not small.

The number 96 should not be taken as a prediction for a metal either. The weights C(z,n) xⁿ describe z independent near sites, each holding a solute with probability x/(1 + x), so the mean number of solutes around a vacancy is

z x/(1 + x) ≈ 12 × 0.46/1.46 ≈ 3.8.

Additive binding of nearly four solutes is a strong assumption. What the case does establish is that, when binding is additive, low composition alone does not justify the leading law. If further solutes added no binding after the first, R would be a[(1 − c)^(−z) − 1] ≈ 5.6, and the leading law would hold.

Q: What about the opposite limit, with no binding at all?

A: Set Eb = 0, so a = 1 and x = c/(1 − c). Since 1 + x = 1/(1 − c),

R = (1 − c)^(−z) − 1 ≈ z c.

Some vacancies have solute neighbours by chance. For c = 0.5 at.% and z = 12 this gives R ≈ 0.062. "Bound" is thus a label of position, and the effect of attraction is the excess over this value. For repulsion, Eb < 0, the ratio falls below it.

Q: Your average lets solutes rearrange around the vacancy. In a cool metal they hardly move. Doesn't that spoil the equilibrium?

A: It does not change the ratio, provided the solutes were placed at random and the crystal is large. Freeze them. A vacancy may sit on any host site i, with weight exp(n_i b), where n_i is the number of solutes next to that site. The fraction of host sites with n solute neighbours is

C(z,n) cⁿ (1 − c)^(z − n).

Multiply by exp(n b) and divide by the free fraction (1 − c)^z. The result is C(z,n) xⁿ, as before. Summing over many places in one frozen crystal does the work of averaging over solute arrangements at one place.

One frozen random fcc alloy of 1,048,576 sites, with c = 0.5 at.% and a = 4.6413, gives 0.3186, against 0.3187 from the closed form; different random alloys of this size scatter by about 0.001. How large is large enough depends on the binding. In the strong case above (0.10 at.%, 0.20 eV), R is carried by rare sites with several solute neighbours, and frozen alloys of a million sites typically give about 19, with wide scatter, rather than 96. If the solutes had clustered before freezing, the fractions above would be different, and R would in general differ too. It need not at every temperature, since clustering adds double contacts but removes single ones.

Q: Let us have a realistic case. What would this mean in a chip?

A: Copper interconnect lines are sometimes alloyed with a little aluminium. Take fcc copper with z = 12 and c = 0.5 at.%, a plausible level for such an alloy, and a line at 378 K, or 105 °C, a rough temperature for a hot chip in use. For the binding energy I choose a round Eb = 0.05 eV. It is a model value, not a measurement for aluminium in copper.

At 378 K, kT = 0.03257 eV, so

a = exp(0.05/0.03257) = 4.641
x = 4.641 × 0.005/0.995 = 0.02332
R₀ = 12 × 0.005 × 4.641 = 0.278
R = (1.02332)¹² − 1 = 0.319.

The closed form exceeds the leading law by 14.5% of the latter. The first correction alone predicts

0.005 + 11 × 4.641 × 0.005/2 = 0.133,

or 13.3%; the rest comes from higher orders. The fraction of all vacancies that are bound is

R/(1 + R) = 0.319/1.319 = 24%.

With binding switched off and composition unchanged, it would be 0.062/1.062, about 6%.

Q: How many of those bound vacancies touch more than one solute?

A: The part of R from a single solute neighbour is z x = 0.280. The remaining share is

1 − z x/R = 1 − 0.280/0.319 = 12%.

These double and higher contacts account for nearly all of the error in the leading law; replacing c/(1 − c) by c contributes about half a percent.

Q: And at a process temperature?

A: Hold c and Eb fixed and anneal at 673 K, or 400 °C. Then kT = 0.05799 eV and a = 2.368. The leading ratio is 0.142, the closed form gives 0.153, and the bound share is 13%. The excess over the leading law shrinks to 7.3%. If a 10% excess is tolerable, the leading law serves up to about 0.35 at.% at 378 K and 0.67 at.% at 673 K, for this Eb and z.

Q: If I plotted ln R against 1/kT, would the slope give me Eb?

A: At leading order, yes, since ln R₀ = ln(z c) + Eb/kT. For the closed form, differentiate at fixed c. Because x is proportional to exp(b), dx/db = x, and

dR/db = z (1 + x)^(z − 1) x.

The mean number of solute contacts of a bound vacancy is

⟨n⟩ = [sum of n C(z,n) xⁿ]/R = z x (1 + x)^(z − 1)/R,

because multiplying the nth term by n is what x d/dx does to (1 + x)^z. Therefore

d ln R/d(1/kT) = ⟨n⟩ Eb.

At 378 K, ⟨n⟩ = 0.280 × (1.0233)¹¹/0.319 ≈ 1.13. The slope is about 0.057 eV, not 0.050 eV. Read as a pair binding energy, it would be 13% too high in this example.

Q: You have one energy and no entropy. Atoms beside a vacancy vibrate differently.

A: Yes, and leaving that out can matter a good deal. Let Sb be the vibrational entropy of a bound pair minus that of the separated vacancy and solute. Each contact then has weight exp(Eb/kT + Sb/k), so x is multiplied by exp(Sb/k). For an assumed Sb of ±0.5 k at 378 K, R becomes 0.57 or 0.18 instead of 0.32.

An uncertainty in Eb matters as much. Raising or lowering it by 0.02 eV gives 0.66 or 0.16. Either uncertainty outweighs the 14.5% between the leading law and the closed form. The closed form removes a counting error; it cannot make up for a poorly known binding free energy.

Q: Solutes in the second shell may also attract the vacancy. Does that change R?

A: It depends on the definition. Suppose each of the six second-shell sites in fcc binds with energy E2, additively and independently. With x2 = [c/(1 − c)] exp(E2/kT), that shell multiplies the weight of every nearest-neighbour state, free or bound, by the same factor (1 + x2)⁶. It cancels, and R is unchanged.

If a vacancy with a solute in either shell is called bound, the free state must have both shells empty, and

R_wide = (1 + x)¹² (1 + x2)⁶ − 1.

For an assumed E2 = 0.02 eV at 378 K this is 0.39. A quoted bound fraction therefore needs its definition beside it.

Q: And if the solutes repel each other? Two of them beside the same vacancy may be neighbours.

A: Let w be the energy of a nearest-neighbour solute pair, and f = exp(−w/kT) − 1. The first change in R is of order c² and needs three neighbour counts in fcc. A site in the vacancy's shell has 12 neighbours: the vacancy, 4 other shell sites and 7 sites outside. The shell thus contains 12 × 4/2 = 24 neighbouring pairs among its 66 pairs.

Let λ be the statistical weight for replacing a host atom by a solute, apart from interactions. Far from the vacancy, the solute-to-host ratio on a site is λ times the average interaction factor of its 12 neighbours:

c/(1 − c) = λ (1 + 12 f c + …), so λ = c + c² − 12 f c² + ….

One solute in the shell can interact with the 7 outside sites, and contributes 12 a λ (1 + 7 f c). Two solutes in the shell contribute a² λ² (66 + 24 f). Collect the terms with f at order c²:

ΔR = c² f [12 a (7 − 12) + 24 a²] = c² f (24 a² − 60 a).

The negative term is there because c is held fixed: repulsion raises the λ needed for a given composition. For an assumed w = 0.05 eV at 378 K, f = 1/4.641 − 1 = −0.785, and

ΔR = 0.005² × (−0.785) × (517 − 278) = −0.0047,

or −1.5% of R at this order; higher orders make the reduction slightly larger. Explicit sums over one and two solutes on a 256-site periodic fcc crystal, carried to order c², give the same change, −0.00468.

Q: Interconnects are under stress. Surely that shifts the binding.

A: It does if binding changes the crystal's volume. Assume a hydrostatic stress of 300 MPa and a binding volume of 0.10 atomic volume. With a rough lattice constant of 0.361 nm and four atoms per cubic cell, the energy shift has the size

300 MPa × 0.10 × (0.361 nm)³/4 = 0.0022 eV.

If the signs are such that Eb rises, R goes from 0.319 to 0.344, an 8% increase. With either sign reversed, R falls. Stress can change the total number of vacancies separately, but that number cancels in R.

Q: Can the vacancies find the solutes in a working chip, and are they really too few to use them up?

A: For scarcity, an assumed formation energy of 1.2 eV gives exp(−Ef/kT) ≈ 10⁻¹⁶ at 378 K, against a solute fraction of 5 × 10⁻³. Formation entropy and vacancies left over from processing can raise the number greatly, but for Eb = 0.05 eV the ratio stays at 0.319 up to a vacancy fraction of at least 10⁻⁵. A vacancy fraction far below c is not enough when binding is strong and the solutes are frozen, because the rare sites with several solute neighbours fill first: in the strong case above, R drops from 96 to about 54 at a vacancy fraction of 10⁻⁹ and to about 24 at 10⁻⁶. Vacancies that attract one another could still pair, which this model leaves out.

For speed, assume a migration energy of 0.70 eV and an attempt rate of 10¹³ per second. The hop rate to one neighbour is then about 4.6 × 10³ per second. For a periodic cell of 256 sites with one fixed solute, and each barrier shifted by half the energy difference between the two sites, the slowest relaxation time is 0.14 ms. It grows with the volume per solute, from 0.07 ms for 108 sites to 0.26 ms for 864. Detailed balance does not fix the barriers themselves, and higher ones beside the solute could lengthen this time by orders of magnitude. A random alloy takes longer, because vacancies must also spread between regions richer and poorer in solute, but pairing inside a grain is still fast on the scale of chip operation for these inputs. The total number of vacancies may adjust much more slowly, since that requires travel to surfaces or grain boundaries.

Q: Which assumption might a real copper line break?

A: Uniform composition, for one. Solute can collect at grain boundaries and interfaces, so the grain interior may hold less than the nominal amount. If half of it has left, c in the grain is 0.25 at.%, x is 0.0116, and R at 378 K falls from 0.32 to 0.15. At the boundaries themselves, the sites are not equivalent and neither z nor a single Eb applies. Much of the atomic transport in copper lines runs along such paths, so R for the grain interior is not by itself a measure of line lifetime.

Q: May I at least say that solute raises the vacancy content by the factor 1 + R over pure copper?

A: No. 1 + R is the total number of vacancies divided by the free number in the same alloy. The free number is not that of pure copper, since solutes remove some of the places where a vacancy would be free. Comparing the two metals requires a separate calculation of the free population. What R does give is the division of the alloy's own vacancies between sites beside solutes and sites away from them. The numerical output lists the values for both temperatures and for most of the variations.

Calculated quantities

```
Neighbour sites z: 12
Solute content c: 0.50 at.%
Assumed binding energy Eb: 0.050 eV
T=378 K: kT = 0.03257 eV
T=378 K: exp(Eb/kT) = 4.6413
T=378 K: x = 0.02332
T=378 K: leading bound/free = 0.2785
T=378 K: full bound/free = 0.3187
T=378 K: full excess over leading = 14.45 %
T=378 K: bound share of vacancies = 24.17 %
T=378 K: 2+ solutes, share of bound = 12.19 %
T=378 K: c for 10% excess = 0.355 at.%
T=673 K: kT = 0.05799 eV
T=673 K: exp(Eb/kT) = 2.3682
T=673 K: x = 0.01190
T=673 K: leading bound/free = 0.1421
T=673 K: full bound/free = 0.1525
T=673 K: full excess over leading = 7.35 %
T=673 K: bound share of vacancies = 13.23 %
T=673 K: 2+ solutes, share of bound = 6.38 %
T=673 K: c for 10% excess = 0.669 at.%
32-site test, enumerated ratio: 60.404953
32-site test, counted ratio: 60.404953
Million-site counted ratio at 378 K: 0.318716
Frozen random alloy ratio at 378 K: 0.3186
Strong case: c = 0.10 at.%, Eb = 0.20 eV
Strong case at 378 K: leading ratio = 5.568
Strong case at 378 K: full ratio = 96.334
Assumed binding entropy: 0.50 k
Ratio with +entropy: 0.5727
Ratio with -entropy: 0.1836
Assumed uncertainty in Eb: 0.020 eV
Ratio with Eb raised: 0.6592
Ratio with Eb lowered: 0.1624
Assumed second-shell binding: 0.020 eV
Ratio with both shells called bound: 0.3939
Assumed solute repulsion: 0.050 eV
Repulsion change in ratio, order c^2: -0.00468
Assumed stress: 300 MPa
Assumed binding volume: 0.10 atomic volume
Rough lattice constant: 0.361 nm
Stress shift of binding energy, size: 0.00220 eV
Ratio with Eb raised by stress: 0.3442
Assumed vacancy formation energy: 1.20 eV
Vacancy fraction scale at 378 K: 1.00e-16
Assumed migration energy: 0.70 eV; attempt rate: 1.0e+13 /s
Hop rate to one neighbour at 378 K: 4.646e+03 /s
Slowest relaxation, 1 solute/256 sites: 0.1371 ms
```
